The three-halves law for crystal height beside a facet edge

**Scaling fixes the exponent**

Let a crystal surface have height z and slope p = |∇z|, and let its free energy per projected area be

f(p) = f0 + b p + g p³, with b > 0 and g > 0.

Let λ be the free energy gained per unit volume of crystal added under the surface. Consider a strip of width x just outside a straight facet edge, across which the height falls by w. Its slope is of order w/x. Per unit length of edge, the linear term contributes b w, which does not depend on how the fall is distributed over the strip. It can decide where a straight edge lies but not the shape beyond it. (At a round edge it also lowers the effective driving force, as Proposition 2 shows. This changes the prefactor, not the exponent.) The shape is left to two terms, of order

cubic energy: g (w/x)³ x = g w³/x²,  volume term: λ w x.

Under x → a x and w → a^ν w these are multiplied by a^(3ν−2) and a^(ν+1). They keep their ratio if 3ν − 2 = ν + 1, that is, ν = 3/2. Equating them gives w ~ √(λ/g) x^(3/2). The argument leaves open the numerical factor, the position of the edge, and whether such a profile has the lowest free energy. It also leaves open why p² is absent from f.

**Setting and assumptions**

The surface lies near a facet orientation below its roughening temperature. It consists of steps of one sign and of height h, with free energy β per unit length, at temperature T. The assumptions are these.

(i) β does not depend on step direction, so f depends on p alone.
(ii) Steps do not cross. Two parallel steps a distance l apart repel with energy A/l² per length, A ≥ 0.
(iii) Slopes are small enough for f to be cut off after p³.

The equations hold in any consistent units. In atomic units energies are in hartree and lengths in bohr, and kT is an energy. Numbers below are in eV and nm.

**Lemma 1 (origin of the two terms).** Under (i) and (ii), a surface of small slope p has b = β/h and

g = π² (kT)² s² / (6 β h³),  s = ½ [1 + √(1 + 4Aβ/(kT)²)].

Proof. Let ρ = p/h be the number of steps per length across them. Isolated steps cost βρ = (β/h) p per area, which is the linear term.

For the rest, describe step i by its position x_i(y) along the mean step direction y. Its length per dy is √(1 + x_i'²) ≈ 1 + x_i'²/2, so bending costs (β/2) x_i'² per length. Over a short slice ε the Boltzmann factor of a displacement Δx is exp[−β(Δx)²/(2kTε)], a Gaussian of variance kTε/β. The normalization of this Gaussian belongs to a single step and is already contained in β. The weight ψ of the step positions therefore obeys

∂ψ/∂y = (kT/2β) Σ ∂²ψ/∂x_i² − (V/kT) ψ,

where V is the repulsion energy per length. Multiplying by −kT gives −kT ∂ψ/∂y = Hψ with

H = −((kT)²/2β) Σ ∂²/∂x_i² + V.

For long steps the lowest eigenvalue of H dominates and is the free energy per length. This is a quantum many-particle problem with ħ replaced by kT and mass by β.

Put N steps on a ring of circumference L, and write k = π/L and θ_ij = k(x_i − x_j). Summing the repulsion over periodic images gives V = A k² Σ_{i<j} 1/sin²θ_ij. Try

Φ = Π_{i<j} |sin θ_ij|^s.

Since ∂ ln Φ/∂x_i = s k Σ_{j≠i} cot θ_ij, and Φ''/Φ = (ln Φ)'' + [(ln Φ)']²,

(1/Φ) ∂²Φ/∂x_i² = −s k² Σ_{j≠i} 1/sin²θ_ij + s² k² Σ_{j,l≠i} cot θ_ij cot θ_il.

Sum over i. The terms with j = l contain cot² = 1/sin² − 1. Together with the first sum they give

2s(s−1) k² Σ_{i<j} 1/sin²θ_ij − s² k² N(N−1).

The terms with j ≠ l group into triples. For one triple set α = θ_ij, γ = θ_jl, δ = θ_li, so that α + γ + δ = 0. The addition theorem for cot(α + γ) = −cot δ gives

cot α cot γ + cot γ cot δ + cot δ cot α = 1.

Each product in the triple has one argument reversed, for example cot θ_ij cot θ_il = −cot α cot δ. The three products thus add to −1, and each occurs twice. There are N(N−1)(N−2)/6 triples, so this part is −s² k² N(N−1)(N−2)/3. The constants combine as

N(N−1) + N(N−1)(N−2)/3 = N(N−1)(N+1)/3.

Hence

HΦ/Φ = k² [A − (kT)² s(s−1)/β] Σ_{i<j} 1/sin²θ_ij + (kT)² k² s² N(N²−1)/(6β).

The first bracket vanishes if s(s−1) = Aβ/(kT)². The root s ≥ 1 makes Φ vanish at contact, as non-crossing requires. Φ is then an eigenstate that is positive within each ordering of the steps. It cannot be orthogonal to the ground state, which is also positive there, so it is the ground state. Its eigenvalue is

E = (kT)² π² s² N(N²−1)/(6βL²).

For large N, E/L → (kT)² π² s² ρ³/(6β). Inserting ρ = p/h gives g p³. ∎

There is no p² term because both causes of repulsion scale as the inverse square of the step distance: confinement costs about (kT)²/(βl²) per length of step, and the direct repulsion is A/l². Multiplying by the step density 1/l gives p³. For A = 0, s = 1 and confinement alone acts. For kT → 0, s kT → √(Aβ) and g → π²A/(6h³). This is the energy of a rigid equidistant array, since Σ 1/n² = π²/6.

**The theorem**

Take the part of the crystal inside a circular rim r = R, with z fixed on the rim. The constant f0 multiplies a fixed projected area and drops out. Define

F[z] = ∫ (b|∇z| + g|∇z|³) dA − λ ∫ z dA.

A minimizer of F also has the least surface free energy among surfaces with the same rim and the same volume. In that sense λ is the multiplier of the volume. Physically it is the excess chemical potential divided by the atomic volume.

**Theorem.** Let r_f = 2b/λ < R. The unique minimizer of F is flat, z = z0, for r ≤ r_f, and for r_f ≤ r ≤ R

z0 − z = (2/3) √(λ/(6g)) (r − r_f)^(3/2).

Proof. The function φ(q) = b|q| + g|q|³ of a vector q is strictly convex. Hence φ(q') ≥ φ(q) + σ·(q' − q), where σ is as follows. For q ≠ 0, σ = (b + 3g|q|²) q/|q|. For q = 0, any σ with |σ| ≤ b will do, because then φ(q') ≥ b|q'| ≥ σ·q'.

Choose the field σ = −(λr/2) r̂, where r̂ is the outward unit vector. Its divergence is −(1/r) d(λr²/2)/dr = −λ. It belongs to the stated profile in both regions:

- On the facet ∇z = 0, and |σ| = λr/2 ≤ b holds up to r = 2b/λ = r_f.
- Outside, ∇z = −p r̂, so b + 3gp² = λr/2 is needed. This is 3gp² = λ(r − r_f)/2, or p = √(λ(r − r_f)/(6g)). Integrating p from r_f gives the stated fall, the factor 2/3 coming from ∫√x dx.

Let u be any other surface with the same rim, and v = u − z, so v = 0 at R. Convexity and integration by parts give

F[u] − F[z] ≥ ∫ σ·∇v dA − λ ∫ v dA = −∫ v div σ dA − λ ∫ v dA = 0.

By strict convexity, equality requires ∇u = ∇z almost everywhere, and the common rim then gives u = z. ∎

**Remark 1 (meaning of the edge).** A complete extra layer of radius r costs 2πrβ in step energy and gains λhπr². The two are equal at r = 2β/(λh) = r_f. The equilibrium facet is thus the one on which a whole layer can be added or removed at no net cost.

**Remark 2 (other exponents).** With g p^m in place of g p³, m > 1, the same proof gives m g p^(m−1) = λ(r − r_f)/2, so the fall varies as (r − r_f)^(m/(m−1)). A positive p² term would give exponent 2. A negative one, as attraction between steps may produce, destroys convexity at small slope. The theorem then does not apply, and the surface may meet the facet at a finite angle.

As a test that presupposes neither edge nor exponent, F was minimized over profiles with free edge radius, rim slope and exponent, using the values of the example below. The minimum lay at edge 1000.00 nm and exponent 1.5000 for the cubic term, and at exponent 2.0000 when p² replaced p³.

**Remark 3 (next term).** Let f also contain q p⁴, and let p0 be the slope without it, at distance x = r − r_f. Then 3gp² + 4qp³ = 3gp0², so to first order p = p0 − (2q/3g) p0². Since p0² = λx/(6g), integration lowers the fall by (q/3g) p0² x. The uncorrected fall is (2/3) p0 x, so the relative change is −q p0/(2g). It vanishes at the edge, but only as √x.

**A facet that cannot change its number of layers**

The theorem lets the surface choose the facet height. If layers can be neither created nor removed, the height H of the facet above the rim is given, and the edge settles at some r_e that may differ from r_f.

**Proposition 2.** For r_e > r_f/2 the stationary axisymmetric profile with blocked facet satisfies

3gp² = (r − r_e) [λ(r + r_e)/2 − b] / r.

Near the edge the fall is (2/3) √(λ'/(3g)) (r − r_e)^(3/2), with λ' = λ − b/r_e.

Proof. With z measured from the rim, integration by parts gives ∫ z r dr = ∫ p r²/2 dr, because r²z/2 vanishes at r = 0 and at r = R. Hence

F/2π = ∫ (b p r + g p³ r − λ p r²/2) dr,  with ∫ p dr = H,

the last two integrals running from r_e to R. Let μ be the multiplier of the constraint. Varying p gives

b r + 3g p² r − λr²/2 = μ.

Varying the lower limit r_e requires b p r + g p³ r − λpr²/2 − μp = 0 there. Inserting μ leaves −2g p³ r = 0, so the slope vanishes at the edge. Therefore μ = b r_e − λr_e²/2, and

3g p² r = λ(r² − r_e²)/2 − b(r − r_e),

which factorizes into the stated form. The bracket is positive for all r ≥ r_e if λr_e > b, that is, r_e > r_f/2. At r → r_e the bracket divided by r tends to λ − b/r_e. ∎

The exponent thus survives blocking, but the prefactor does not. At r_e = r_f one has b/r_e = λ/2, so λ' = λ/2 and the theorem is recovered. Otherwise the edge prefactor changes by the factor √(2 − r_f/r_e) at fixed λ. The derivative of 3gp²r with respect to r_e is b − λr_e < 0, so a taller stack of layers has a smaller facet.

**Individual steps near the edge**

A smooth profile cannot hold closer to the edge than the first terraces. Let r_n be the radius of step n, counted from the top, and l_n = r_(n+1) − r_n. The term g p³ with p = h/l, multiplied by the terrace width l, gives an energy g h³/l² per length of terrace. Using it for single terraces is an approximation, because g was derived for evenly spaced steps. The wandering steps of Lemma 1, with the driving force added, are distributed near the edge like the largest eigenvalues of a Gaussian random-matrix ensemble with repulsion exponent 2s. In the example below this makes the mean distance of the top step from the continuum edge about 14 percent larger than the approximation gives.

**Proposition 3.** If terraces are narrow compared with r_e, force balance with this energy near the edge gives

l_n = c n^(−1/3),  c = (2gh²/λ')^(1/3),

and the top step lies about 0.973 c outside the continuum edge.

Proof. Increasing r_n lengthens the step, adds crystal, narrows terrace n and widens terrace n−1. Per length of step, dropping terms smaller by l/r,

β/r_n − λh + 2gh³ (1/l_n³ − 1/l_(n−1)³) = 0.

Near the edge λh − β/r_n ≈ hλ', because β = bh. The top step has no inner neighbour, so its second term is absent. Adding the balances of steps 1 to n gives 1/l_n³ = nλ'/(2gh²), which is the first claim.

For the position, sum the terraces. For large n,

Σ_{k=1}^{n−1} k^(−1/3) ≈ (3/2)(n − ½)^(2/3) + ζ(1/3),  ζ(1/3) ≈ −0.973,

where ζ is the Riemann zeta function. The continuum surface reaches the middle of step n at fall (n − ½)h. By Proposition 2 its distance from r_e is then (27gh²/4λ')^(1/3) (n − ½)^(2/3) = (3/2) c (n − ½)^(2/3). Comparison gives r_1 = r_e − ζ(1/3) c. ∎

**Example: a lead crystallite**

Consider a (111) facet at 400 K, where kT = 0.03447 eV. Take h = 0.29 nm, in-plane spacing 0.35 nm and β = 0.30 eV/nm. The repulsion A = 0.010 eV nm and the facet radius r_f = 1000 nm are chosen. Then

b = 0.30/0.29 = 1.0345 eV/nm²,
Aβ/(kT)² = 2.525, so s = ½(1 + √11.10) = 2.166,
g = π² (0.03447)² (2.166)² / (6 × 0.30 × 0.29³) = 1.253 eV/nm²,
λ = 2b/r_f = 0.002069 eV/nm³.

With an atomic volume of 0.03077 nm³ the excess chemical potential is 6.4 × 10⁻⁵ eV per atom. For an ideal vapour this is a supersaturation of exp(Δμ/kT) − 1 = 0.185 percent, where Δμ is that excess. This only illustrates the size of Δμ: at 400 K the vapour pressure of lead is so low that the shape would have to adjust by surface diffusion, not by exchange with the vapour. The height law becomes

z0 − z = 0.01106 nm^(−1/2) × (r − r_f)^(3/2).

At 25, 50, 100 and 200 nm from the edge the fall is 1.38, 3.91, 11.06 and 31.28 nm. The value at 100 nm is 110.6 Å. Doubling the distance multiplies the fall by 2^(3/2) = 2.83. The slopes at these points are 0.083, 0.117, 0.166 and 0.235.

Concentric steps with the energies used in Proposition 3, but with their full curvature, were relaxed inside a fixed rim at 1200 nm for a range of layer numbers. The lowest energy occurred at 107 layers; the theorem predicts 31.28/0.29 − ½ = 107.37, which is not restricted to integers; half a layer is subtracted because the rim is taken at the middle of a fixed step. The first terrace was 5.88 nm wide, as the formula gives, and the top step stood 5.74 nm beyond the continuum edge for 107 layers, which lies at 1000.48 nm, against 5.73 nm predicted.

With 355 layers held inside the same rim at the same λ, the edge moves in to 699.5 nm. The relaxed steps were stable against small changes of their radii (bending was not tested), and no step radius differed from Proposition 2 by more than 0.24 nm. The edge prefactor falls to 0.00835 nm^(−1/2), a quarter below the equilibrium value.

**How far the law carries**

The values of h, β and the spacing are rough values for lead. A is an assumption with large leverage: without repulsion g would be 0.267 eV/nm², and at fixed λ the prefactor would be larger by the factor s = 2.17. Real (111) facets have threefold symmetry, so β and g vary around the edge; the isotropic model gives no estimate of the effect on the shape. When β depends on direction, the bending cost in Lemma 1, and with it g, contains the stiffness β + β'' in place of β, the primes denoting derivatives with respect to step direction. For a close-packed step with nearest-neighbour bonds and the β used here, the triangular lattice-gas model gives a stiffness of about 0.35 eV/nm at 400 K. With A unchanged, g would then be about 1.20 instead of 1.25 eV/nm².

The cut-off after p³ is the assumption that limits the range. Suppose each step occupies one atomic row, w = 0.303 nm, and the repulsion acts across the remaining room. Replacing L by L − Nw in Lemma 1 turns g p³ into g p³/(1 − wp/h)², whose first correction is q = 2gw/h. By Remark 3 the relative change of the fall is then about −(w/h) p0. Solved in full, this model lowers the fall by 7.9 percent at 25 nm and by 14.5 percent at 100 nm, relative to the three-halves law. The local exponent, d ln(z0 − z)/d ln(r − r_f), is 1.46 and 1.43 at these distances. These figures rest on the assumed width and are not derived for lead. With a width of w/3 the fall is lowered by only 2.8 and 5.4 percent, and two steps on lattice rows that merely avoid sharing a row, repelling across their full distance, show no excluded width at all. An exponent somewhat below 3/2, measured over such a range, would still not by itself contradict the law.

At short distance the limit is the first terrace, about 6 nm. The top step also wanders. Holding its neighbour fixed gives a spring constant κ = 6gh³/c⁴ per length, and summing over the step's bending modes gives

⟨u²⟩ = ∫ (dq/2π) kT/(βq² + κ) = kT/(2√(κβ)),

where q is here the wave number. The root mean square is 1.6 nm. This is a rough estimate, since the neighbour also moves and g already contains part of the effect of wandering; the random-matrix distribution named before Proposition 3 gives about 1.9 nm. If the steps have the width supposed above, this crystallite has no wide range between the two limits in which the pure power law is accurate to a few percent.

The explicit temperature dependence of g matters less; that of β is not considered here. With β and A unchanged, g is 1.08 eV/nm² at 300 K and 1.45 eV/nm² at 500 K. At fixed λ the prefactor is then 8 percent higher and 7 percent lower than at 400 K.

Whether the facet can reach r_f at all is a separate question. A new layer of radius r costs 2πrβ − πr²λh. The maximum is at r = β/(λh) = r_f/2 and equals

πβ²/(λh) = πβr_f/2 = 471 eV,

or about 13,700 kT. At this λ a perfect facet cannot gain layers by thermal nucleation. The barrier falls as 1/λ and would reach 50 kT only at about 270 times this λ. To lose a layer, the top one must shrink from about r_e to r_f/2. By the same energy expression, with the step repulsion neglected, this costs (2πβ/r_f)(r_e − r_f/2)². For the blocked facet above that is about 75 eV, still some 2000 kT, but it vanishes as r_e approaches r_f/2. Well above that limit, layers are not lost either. Unless a defect such as a screw dislocation supplies steps, Proposition 2 is the applicable result: the height still falls as the power three halves near the edge, but the prefactor depends on how the crystal was prepared. The full numerical output follows.

Numbers as computed

```
temperature 400 K, kT = 0.03447 eV
step height h = 0.29 nm, in-plane spacing = 0.35 nm
step free energy beta = 0.30 eV/nm
step repulsion A = 0.010 eV nm
facet radius r_f = 1000 nm, rim radius R = 1200 nm
linear coefficient b = 1.0345 eV/nm^2
A beta/(kT)^2 = 2.525, factor s = 2.1658
cubic coefficient g = 1.2530 eV/nm^2
g without repulsion (A=0) = 0.2671 eV/nm^2
multiplier lam = 0.002069 eV/nm^3
atomic volume = 0.03077 nm^3
chemical potential excess = 6.365e-05 eV per atom
vapour supersaturation = 0.185 percent
prefactor of the 3/2 law = 0.01106 nm^(-1/2)
at 25 nm: slope 0.0829, fall 1.382 nm
at 50 nm: slope 0.1173, fall 3.910 nm
at 100 nm: slope 0.1659, fall 11.060 nm
at 200 nm: slope 0.2346, fall 31.281 nm
fall at 100 nm in angstrom = 110.6
product state: worst relative error = 1.9e-11
two steps on 10 nm ring, matrix: 0.001834 eV/nm
two steps on 10 nm ring, formula: 0.001834 eV/nm
trial minimum, p^3 term: edge 1000.00 nm
trial minimum, p^3 term: exponent 1.5000
trial minimum, p^2 term: exponent 2.0000
layers at lowest energy = 107, continuum 107.37
continuum edge for that layer number = 1000.48 nm
largest step radius deviation = 0.176 nm
terrace 1: relaxed 5.881 nm, formula 5.884 nm
terrace 2: relaxed 4.668 nm, formula 4.670 nm
terrace 8: relaxed 2.941 nm, formula 2.942 nm
top step beyond edge: relaxed 5.735 nm
top step beyond edge: formula 5.727 nm
blocked facet: layers 355, edge 699.52 nm
blocked: largest radius deviation = 0.233 nm
blocked: first terrace relaxed 7.055 nm
blocked: first terrace formula 7.095 nm
blocked: prefactor = 0.00835 nm^(-1/2)
neglected step width = 0.303 nm
with width, 25 nm: fall 1.274 nm (-7.9 percent)
with width, 25 nm: local exponent 1.461
with width, 100 nm: fall 9.460 nm (-14.5 percent)
with width, 100 nm: local exponent 1.429
rms wandering of top step = 1.60 nm
g at 300 K, same beta and A = 1.0767 eV/nm^2
g at 500 K, same beta and A = 1.4533 eV/nm^2
new-layer barrier = 471.2 eV = 13671 kT
```
